# Why 2p Lies Below 2s for Excitons in a Polarizable Sheet

## A nearly hydrogenic exciton

Take an electron and a hole confined to a plane, with parabolic isotropic bands and reduced mass $\mu$. Set $B=\hbar^2/2\mu$ and $k=e^2/4\pi\varepsilon_0$. The radial function $R(r)$ of relative motion with angular momentum $m\ge 0$ obeys

$$-B\left(R''+\frac{R'}{r}-\frac{m^2}{r^2}R\right)+V(r)R=ER .$$

First let the permittivity be a constant $\varepsilon$, so that $V=-k/(\varepsilon r)$. For $R=r^me^{-\kappa r}$ the bracket equals $[\kappa^2-(2m+1)\kappa/r]R$. The $1/r$ terms cancel if $\kappa=k/[\varepsilon B(2m+1)]$, leaving $E=-B\kappa^2$. For 2p, where $m=1$, this gives $\kappa=k/(3\varepsilon B)$.

For 2s try $R=(1-cr)e^{-\kappa r}$. Then

$$R''+\frac{R'}{r}=\left[\kappa^2(1-cr)+3c\kappa-\frac{c+\kappa}{r}\right]e^{-\kappa r}.$$

The equation requires $3\kappa=k/(\varepsilon B)$ and $c+\kappa=k/(\varepsilon B)$, hence the same $\kappa$ as for 2p, and $c=2\kappa$. The two levels coincide.

Now let the screening depend slightly on distance: $V=-C(r)/r$, with $C$ close to $k/\varepsilon$. To first order, each level shifts by the mean of the change in $V$. With $x=2\kappa r$ and the area element $r\,dr$, the normalization integrals are $\int(1-x)^2xe^{-x}dx=3$ for 2s and $\int x^3e^{-x}dx=6$ for 2p. Therefore

$$E_{2s}-E_{2p}=-\frac{2\kappa}{3}\int_0^\infty C\left[(1-x)^2-\frac{x^2}{2}\right]e^{-x}dx .$$

The square bracket times $e^{-x}$ is the second derivative of $x^2e^{-x}/2$. Two integrations by parts, whose boundary terms vanish, move both derivatives onto $C$. Since $V'=C/r^2-C'/r$, we have $r^2V'=C-x\,dC/dx$, whose $x$-derivative is $-x\,d^2C/dx^2$. Thus

$$E_{2s}-E_{2p}=\frac{\kappa}{3}\int_0^\infty xe^{-x}\,\frac{d(r^2V')}{dx}\,dx .$$

The quantity $r^2V'$ is the effective charge that sets the attractive force. If it grows outwards, 2p lies below 2s. A term in $C$ proportional to $r$ adds a constant to $V$ and cannot split the levels; it drops out here, as it must.

Orbit size does not explain this order. In the Coulomb case the mean radii are $7/(3\kappa)$ for 2s and $2/\kappa$ for 2p, so 2p is the smaller orbit. The square bracket above is negative only for $2-\sqrt2<x<2+\sqrt2$: in the mean of $C$, 2p has the excess weight in that middle range, while 2s has it both at the centre and far out. The splitting therefore measures the curvature of $C$, not its slope.

## Screening by a sheet

Let the plane be a sheet of zero thickness in vacuum, with static areal polarizability $\alpha$, so that $\mathbf P=-\alpha\nabla\phi$ in the plane. A charge density $\sigma_q$ of in-plane wave number $q$ produces $\phi\propto e^{-q|z|}$ outside. The jump of the normal field gives $2q\phi=\sigma_{\rm total}/\varepsilon_0$ at the sheet. The induced charge is $-\nabla\cdot\mathbf P=-\alpha q^2\phi$, hence

$$\phi=\frac{\sigma_q}{2\varepsilon_0q(1+r_0q)},\qquad r_0=\frac{\alpha}{2\varepsilon_0}.$$

The permittivity is $\varepsilon(q)=1+r_0q$. It tends to 1 at long wavelength because the induced charge, of size $\alpha q^2\phi$, is the fraction $r_0q$ of the total charge $2\varepsilon_0q\phi$, and this fraction vanishes as $q\to0$.

For a point charge $\sigma_q=e$, and the opposite charge has energy

$$V(r)=-k\int_0^\infty\frac{J_0(qr)}{1+r_0q}\,dq .$$

Write $1/(1+r_0q)=\int_0^\infty e^{-t(1+r_0q)}dt$. The $q$-integral is then $\int_0^\infty J_0(qr)e^{-sq}dq=(r^2+s^2)^{-1/2}$ with $s=r_0t$. This follows by writing $J_0$ as the angular average of $e^{iqr\cos\theta}$, integrating over $q$, and averaging $1/(s-ir\cos\theta)$. So

$$V(r)=-k\int_0^\infty\frac{e^{-t}\,dt}{\sqrt{r^2+r_0^2t^2}} .$$

Differentiation gives the effective charge

$$r^2V'(r)=k\int_0^\infty e^{-t}\left[1+\left(\frac{r_0t}{r}\right)^2\right]^{-3/2}dt .$$

For every $t>0$ the integrand increases with $r$. The effective charge therefore rises strictly, from $0$ at the centre to $k$ at infinity.

Two limits show the shape of $V$. For $r\gg r_0$, expanding the root and using $\int t^2e^{-t}dt=2$ gives $V\simeq-(k/r)(1-r_0^2/r^2)$. For $r\ll r_0$, one integration by parts turns the integral into $r_0^{-1}\int e^{-t}\,\mathrm{arsinh}(r_0t/r)\,dt$, so that

$$V\simeq-\frac{k}{r_0}\left[\ln\frac{2r_0}{r}-\gamma\right],$$

where $\gamma$ is Euler's constant. The Coulomb singularity has become a logarithm.

## The order without perturbation theory

The departure from a Coulomb potential is not small here, so the first-order result needs a stronger argument. Let $n$ be the hydrogenic label: the lowest state of angular momentum $m$ has $n=m+1$. Write that state as $R=r^mf$, with $f>0$, and define its local decay rate $g=-f'/f$.

With $u=\sqrt r\,R$ the radial Hamiltonian becomes

$$H_m=-B\frac{d^2}{dr^2}+B\frac{m^2-1/4}{r^2}+V .$$

Its lowest function is $u_0=r^{m+1/2}f$, with energy $E_0$. Put $W=-u_0'/u_0=g-(m+\tfrac12)/r$ and $A=d/dr+W$, so that $Au_0=0$ and $A^\dagger=-d/dr+W$. Since $u_0''/u_0=W^2-W'$,

$$BA^\dagger A=-B\frac{d^2}{dr^2}+B(W^2-W')=H_m-E_0 .$$

Reversing the factors changes $-W'$ into $+W'$:

$$BAA^\dagger+E_0=H_m+2BW'=H_m+\frac{B(2m+1)}{r^2}+2Bg'=H_{m+1}+2Bg' .$$

The last step uses $(m+1)^2-m^2=2m+1$.

If $A^\dagger Au=\lambda u$ with $\lambda>0$, then $AA^\dagger(Au)=\lambda Au$, and $A^\dagger$ leads back in the same way. The functions stay regular at the origin. To see this, write $u=u_0h$, so that $Au=u_0h'$ and $u_0^2h'=-\lambda\int_0^ru_0^2h\,ds$; hence $h'\propto r$, and $Au\propto r^{m+3/2}$, as $H_{m+1}$ requires. A state with $\lambda=0$ in the reversed problem would be $1/u_0$, which is not normalizable. So $H_{m+1}+2Bg'$ has the levels of $H_m$ with the lowest removed.

For a Coulomb potential $g$ is constant, the extra term vanishes, and the degeneracy follows. Applied repeatedly, this also gives the whole series:

$$E=-\frac{\mathrm{Ry}^*}{\varepsilon^2(n-1/2)^2},\qquad \mathrm{Ry}^*=\frac{k^2}{4B}=\frac{\mu k^2}{2\hbar^2}.$$

If instead $g'>0$ everywhere, the extra term is repulsive. On the span of the lowest $j$ states of $H_{m+1}+2Bg'$, removing it lowers every expectation value, so by the min-max principle the $j$th level of $H_{m+1}$ lies strictly lower:

$$E(n,m+1)<E(n,m),\qquad 0\le m\le n-2 .$$

It remains to show that $g'>0$. The radial equation for $f$ is $f''+(2m+1)f'/r=(V-E_0)f/B$. Inserting $f'=-gf$ and $f''=(g^2-g')f$ gives

$$g'=g^2-\frac{2m+1}{r}g-\frac{V-E_0}{B}.$$

Differentiate, set $p=g'$ and $Z=r^2V'/B$, and multiply by $r^2$:

$$r^2p'=[2gr^2-(2m+1)r]\,p+D,\qquad D=(2m+1)g-Z .$$

Near the origin the logarithm dominates. There $g\simeq-rV/[B(2m+2)]$ and $p\simeq-V/[B(2m+2)]$, which is positive.

Suppose $p$ first reaches zero at $r_1$. Then $p'(r_1)\le0$, so $D(r_1)\le0$. Equality is impossible: since $D'=(2m+1)p-Z'=-Z'<0$ at $r_1$, it would give $p'=0$ and $p''<0$, a maximum of height zero, although $p$ was positive just before. Hence $p$ becomes negative. While it is negative, $D$ keeps falling. A return to zero would need $p'\ge0$, but there $r^2p'=D<0$. So $p$ stays negative for all $r>r_1$.

A bound state has $g\to\sqrt{-E_0/B}>0$ at large $r$. The coefficient $2g-(2m+1)/r$ of $p$ in $p'$ is then positive and bounded away from zero, and $D/r^2$ is negative. Therefore $|p|$ grows exponentially and $g$ runs to $-\infty$, a contradiction. Thus $g'>0$.

In physical terms, the effective charge is larger further out, so the lowest state decays faster there. This curvature of $\ln f$ is what separates the levels.

## Two effective permittivities

One permittivity can be read from each energy through the hydrogenic formula:

$$\varepsilon_E=\frac{1}{n-1/2}\sqrt{\frac{\mathrm{Ry}^*}{|E|}} .$$

At equal $n$ this restates the order of the levels and does not explain it. A second permittivity is sampled by the wavefunction:

$$\frac1{\varepsilon_V}=\frac{\langle|V|\rangle}{\langle k/r\rangle}
=\frac{\int R^2\,[r|V|/k]\,dr}{\int R^2\,dr}.$$

It averages the local inverse permittivity $r|V|/k$ with weight $R^2dr$, because the factor $1/r$ cancels the $r$ of the area element. That weight is finite at the centre for an s state and vanishes as $r^2$ for a p state.

The two definitions agree when $\varepsilon$ is constant. In general the energy also contains the kinetic part, which responds to the force. Compressing a state by a factor $\lambda$ multiplies $\langle T\rangle$ by $\lambda^2$ and replaces $V(r)$ by $V(r/\lambda)$. Stationarity at $\lambda=1$ gives $2\langle T\rangle=\langle rV'\rangle$, and so $E=\langle V\rangle+\tfrac12\langle rV'\rangle$.

## Numbers for one sheet

Choose $\mu=0.2$ electron masses and $r_0=4$ nm. Then $k=1440$ meV nm, $B=190.5$ meV nm², and $\mathrm{Ry}^*=1440^2/(4\times190.5)\approx2721$ meV. The local permittivity $k/(r|V|)$ is 3.467 at 0.5 nm, 1.688 at 2 nm and 1.135 at 8 nm. Diagonalizing the radial Hamiltonian in 60 Laguerre functions for each $m$ gives:

| Level | $E$ (meV) | $\varepsilon_E$ | $\varepsilon_V$ | $\langle r\rangle$ (nm) |
|---|---:|---:|---:|---:|
| 1s | −536.5 | 4.50 | 3.59 | 1.02 |
| 2s | −239.3 | 2.25 | 2.14 | 3.49 |
| 2p | −295.0 | 2.02 | 1.82 | 2.39 |
| 3s | −142.8 | 1.75 | 1.76 | 6.65 |
| 3p | −167.6 | 1.61 | 1.52 | 5.30 |
| 3d | −190.65 | 1.51 | 1.43 | 4.04 |
| 4s | −95.4 | 1.53 | 1.57 | 10.52 |
| 5s | −68.3 | 1.40 | 1.46 | 15.13 |

For 2s, for example, $\varepsilon_E=\sqrt{2721/(239.3\times1.5^2)}=2.25$. The 1s binding energy is 536.5 meV, or $8.60\times10^{-20}$ J. A constant permittivity fitted to 1s would put 2s at $-536.5/9=-59.6$ meV; the computed level is four times deeper.

Along the s series both permittivities fall as the orbit grows. At fixed $n$ both fall with $m$, although the orbit shrinks. Size alone therefore does not order the sampled screening: 3d has a slightly smaller $\varepsilon_V$ than 5s, with a mean radius almost four times smaller.

The virial relation resolves the splitting of the $n=2$ levels. For 2s, $\langle V\rangle=-345.8$ meV and $\tfrac12\langle rV'\rangle=106.5$ meV; for 2p they are $-416.1$ and $121.1$ meV. The potential energy favours 2p by 70.3 meV, and the kinetic energy costs it 14.6 meV. The difference is 55.7 meV, or $8.9\times10^{-21}$ J.

## High levels, and where the order fails

At large $r$ the correction to the Coulomb potential falls as $r^{-3}$. A high s state has nearly zero energy on the scale of the inner potential, so its inner shape hardly depends on $n$, and the inner region shifts the phase of the outer Coulomb wave by a nearly fixed amount. This suggests

$$E\simeq-\frac{\mathrm{Ry}^*}{(n-1/2+\delta)^2},\qquad
\varepsilon_E\simeq1+\frac{\delta}{n-1/2},$$

with $\delta$ tending to a constant, so that $\varepsilon_E$ tends to 1. From the computed energies, $\delta=(n-\tfrac12)(\varepsilon_E-1)$ is 1.752, 1.872, 1.865, 1.839 and 1.814 for 1s to 5s. It varies little but is still drifting at 5s, whose mean radius is only about four times $r_0$. The monotonic fall of $\varepsilon_E$ is thus a computed result for these five levels, whereas the order in $m$ is proved for this potential.

Surrounding the sheet by a medium of constant permittivity $\varepsilon_s$ replaces $1+r_0q$ by $\varepsilon_s+r_0q$. This is the same potential with $k/\varepsilon_s$ and $r_0/\varepsilon_s$ in place of $k$ and $r_0$, so the order survives for a sheet of zero thickness with $r_0>0$. In a layer of finite thickness and permittivity $\varepsilon_l$, with the carriers at mid-plane, the effective charge runs from $k/\varepsilon_l$ at the centre to $k/\varepsilon_s$ far out. If the medium screens more strongly than the layer, $\varepsilon_s>\varepsilon_l$, the charge falls overall, the proof does not apply, and the order can reverse.

It can fail when the effective charge falls outwards, where the first-order formula already gives the opposite sign. For $V=-(k/\varepsilon r)e^{-r/L}$ the effective charge is $r^2V'=(k/\varepsilon)(1+r/L)e^{-r/L}$, with derivative $-(k/\varepsilon)(r/L^2)e^{-r/L}<0$. With the same masses, $\varepsilon=5$ and $L=20$ nm, the same diagonalization gives 2s at $-35.510$ meV and 2p at $-35.305$ meV: the order is reversed.

The theorem also presumes the Hamiltonian used here. The logarithmic core belongs to a sheet of zero thickness and describes a real layer only at distances larger than its thickness; with a 1s radius near 1 nm, the numbers above are those of the model, not of a particular material. Electron–hole exchange, Berry curvature of the bands, and frequency-dependent screening add terms outside it, and their effect on the splitting has to be calculated separately.
